\section*{Oscillator-strength sum rule for position-dependent mass, verified on a finite well, part 1}

(Sections cited here and not found follow in the second part.)

\section{The sum rule and its proof}

\subsection{What goes wrong without it}

Suppose that a quantum-well solver is to be checked by adding up the oscillator strengths of all transitions that start from one state. The well has effective mass $0.05\,m_0$, the barriers have $0.10\,m_0$, and $m_0$ is the free-electron mass. For a constant mass $m^*$ the total is $m_0/m^*$, so the well mass suggests a target of $20$. For the second bound state of the well treated below, a correct calculation gives $16.97$. Measured against $20$, about $15\%$ of the strength seems to be missing, and one starts to look for a fault in a solver that has none. The opposite mistake is also possible: a code rescaled to give $20$ would carry a wrong absorption strength.

A second error comes from evaluating the sum as $\langle z\psi_i|(H-E_i)z\psi_i\rangle$ layer by layer, where $\psi_i$ is the initial state and $E_i$ its energy. At an abrupt interface this drops a term, and for the same state it gives $6.94$. The correct target is the average inverse mass in the initial state,
\begin{equation}
\sum_f f_{fi}=\Big\langle i\Big|\frac{m_0}{m^*(z)}\Big|i\Big\rangle ,
\label{eq:result}
\end{equation}
and the proof has to be arranged so that it survives a jump of the mass.

\subsection{Model and conventions}

The envelope function of an electron moving along the growth axis $z$ obeys the BenDaniel--Duke Hamiltonian
\begin{equation}
H=-\frac{\hbar^2}{2}\frac{d}{dz}\,\mu(z)\,\frac{d}{dz}+V(z),\qquad \mu(z)=\frac{1}{m^*(z)} .
\label{eq:H}
\end{equation}
The inverse mass $\mu$ lies between two positive bounds, $V$ is bounded, and both may have a finite number of jumps. A prime denotes $d/dz$. For $H\psi$ to be an ordinary square-integrable function, neither derivative in (\ref{eq:H}) may produce a delta function. Hence
\begin{equation}
\psi\quad\text{and}\quad \mu\psi'\quad\text{are continuous.}
\label{eq:bc}
\end{equation}
The quantity $\mu\psi'$ is called the flux here. With these conditions $H$ is taken as self-adjoint, so its bound and continuum states form a complete set. The initial state $\psi_i$ is bound, normalised and exponentially localised. Since $H$ is real, all states can be chosen real.

The oscillator strength of the transition $i\to f$ is
\begin{equation}
f_{fi}=\frac{2m_0}{\hbar^2}(E_f-E_i)\,|z_{fi}|^2,\qquad z_{fi}=\int\phi_f\,z\,\psi_i\,dz .
\label{eq:f}
\end{equation}
The reference mass is $m_0$; if a code uses $m_w$ instead, both sides of (\ref{eq:result}) are multiplied by $m_w/m_0$. The symbol $\sum_f$ includes an integral over the continuum. Downward transitions have negative $f_{fi}$, and $f_{if}=-f_{fi}$.

The sum has a direct meaning. Let a weak uniform field along $z$ add the energy $eFz\cos\omega t$. First-order time-dependent perturbation theory gives the net absorbed power
\begin{equation}
P(\omega)=\frac{2\pi}{\hbar}\frac{e^2F^2}{4}\sum_f|z_{fi}|^2\,\hbar\omega
\big[\delta(E_f-E_i-\hbar\omega)-\delta(E_i-E_f-\hbar\omega)\big],
\end{equation}
where the second delta function describes stimulated emission. Integration over positive photon energy turns either term into $(E_f-E_i)|z_{fi}|^2$. Replacing this by $\hbar^2f_{fi}/2m_0$ yields
\begin{equation}
\int_0^\infty P\,d(\hbar\omega)=\frac{\pi e^2F^2\hbar}{4m_0}\sum_f f_{fi}.
\end{equation}
Thus (\ref{eq:result}) fixes the integrated net absorption of one electron, for light polarised along $z$ and without screening of the field.

Motion in the layer plane with wavevector $k_\parallel$ adds $\hbar^2k_\parallel^2\mu(z)/2$ to $H$. This is a function of $z$ and can be absorbed in $V$. The rule therefore holds at each fixed $k_\parallel$, with the states belonging to that $k_\parallel$.

\subsection{Smooth mass: the double commutator}

Let $\mu$ be differentiable at first. The potential commutes with $z$. For the kinetic term, $\mu(z\psi)'=\mu\psi+z\mu\psi'$, and a second differentiation gives
\begin{equation}
\big[\mu(z\psi)'\big]'=(\mu\psi)'+\mu\psi'+z(\mu\psi')' .
\end{equation}
The last term cancels against $zH\psi$, so that
\begin{equation}
[H,z]\psi=-\frac{\hbar^2}{2}\big[(\mu\psi)'+\mu\psi'\big].
\label{eq:single}
\end{equation}
Commuting once more with $z$,
\begin{align}
[[H,z],z]\psi&=-\frac{\hbar^2}{2}\big[(\mu z\psi)'+\mu(z\psi)'-z(\mu\psi)'-z\mu\psi'\big]\nonumber\\
&=-\frac{\hbar^2}{2}\,[\mu\psi+\mu\psi]=-\hbar^2\mu\psi .
\label{eq:double}
\end{align}
On the other hand $[[H,z],z]=Hz^2-2zHz+z^2H$. In the state $i$ the outer terms give $2E_i\langle z^2\rangle$. Inserting complete sets in $\langle z^2\rangle$ and $\langle zHz\rangle$,
\begin{equation}
\langle i|[[H,z],z]|i\rangle=-2\sum_f(E_f-E_i)|z_{fi}|^2 .
\end{equation}
Equating this to $-\hbar^2\langle\mu\rangle$ and multiplying by $-m_0/\hbar^2$ gives (\ref{eq:result}).

The argument does not single out the BenDaniel--Duke ordering. The von Roos family of kinetic operators, with $m=m^*(z)$, is
\begin{equation}
T=-\frac{\hbar^2}{4}\Big(m^{\alpha}\tfrac{d}{dz}m^{\beta}\tfrac{d}{dz}m^{\gamma}
+m^{\gamma}\tfrac{d}{dz}m^{\beta}\tfrac{d}{dz}m^{\alpha}\Big),\quad \alpha+\beta+\gamma=-1 .
\end{equation}
A commutator with $z$ removes one derivative at a time. Two commutators can remove the two derivatives in two orders, so each product contributes $2m^{\alpha+\beta+\gamma}=2/m$. The total is $-(\hbar^2/4)(4/m)=-\hbar^2/m$, as in (\ref{eq:double}). For smooth mass the form of the rule is therefore common to the family. The ordering changes the states, and with them the value of the average.

\subsection{What fails at an abrupt interface}

Let $\mu$ jump by $\Delta\mu_j$ (right value minus left value) at $z_j$. The function $z\psi_i$ has the flux $\mu\psi_i+z\mu\psi_i'$. The second term is continuous by (\ref{eq:bc}), but the first jumps by $\Delta\mu_j\psi_i(z_j)$. So $z\psi_i$ violates the interface condition, and $(H-E_i)z\psi_i$ contains the delta functions
\begin{equation}
-\frac{\hbar^2}{2}\sum_j\Delta\mu_j\,\psi_i(z_j)\,\delta(z-z_j).
\label{eq:delta}
\end{equation}
This is not square integrable: $z\psi_i$ lies outside the domain of $H$, and the operator products in the double commutator are not defined on $\psi_i$.

The cost of ignoring (\ref{eq:delta}) can be calculated. Take $\mu$ constant in each layer and evaluate $\langle z\psi_i|(H-E_i)z\psi_i\rangle$ inside the layers only. Since $(H-E_i)z\psi_i=[H,z]\psi_i$, equation (\ref{eq:single}) gives
\begin{equation}
-\frac{\hbar^2}{2}\int 2z\mu\psi_i\psi_i'\,dz=-\frac{\hbar^2}{2}\int z\mu(\psi_i^2)'\,dz .
\end{equation}
Integration by parts in each layer leaves, at each interface, the left value of $z\mu\psi_i^2$ minus its right value, which is $-z_j\Delta\mu_j\psi_i(z_j)^2$. The layer-only result is thus
\begin{equation}
\frac{\hbar^2}{2}\Big[\int\mu\psi_i^2\,dz+\sum_j z_j\,\Delta\mu_j\,\psi_i(z_j)^2\Big].
\label{eq:wrong}
\end{equation}
The second term is the error. In general it even depends on the choice of origin, whereas the strengths (\ref{eq:f}) do not: shifting $z$ by a constant changes no off-diagonal element. The delta functions (\ref{eq:delta}), multiplied by $z\psi_i$ and integrated, cancel this term. A proof that never forms $Hz\psi_i$ avoids the difficulty altogether.

\subsection{Proof with the energy form}

For real, continuous functions $u,v$ with square-integrable first derivatives, define
\begin{equation}
Q(u,v)=\int\Big[\frac{\hbar^2}{2}\mu\,u'v'+V\,u\,v\Big]dz .
\label{eq:Q}
\end{equation}
Such functions will be said to have finite energy. No condition is placed on their flux, so $z\psi_i$ and $z^2\psi_i$ are admitted; their tails are harmless because $\psi_i$ decays exponentially.

\emph{Weak equation.} Multiply $H\psi_i=E_i\psi_i$ by $u$ and integrate by parts in each layer. The boundary terms contain $u\mu\psi_i'$, which is continuous, and cancel between neighbouring layers. Hence
\begin{equation}
Q(u,\psi_i)=E_i\int u\,\psi_i\,dz .
\label{eq:weak}
\end{equation}

\emph{Energy in terms of eigenstates.} Let $c_f=\int\phi_fu\,dz$. For every $u$ of finite energy,
\begin{equation}
Q(u,u)=\sum_fE_f|c_f|^2 .
\label{eq:spectral}
\end{equation}
To see this, let $u_\Lambda$ be the part of $u$ made of states with $E_f<\Lambda$. It lies in the domain of $H$, so integration by parts gives $Q(u-u_\Lambda,u_\Lambda)=\langle u-u_\Lambda|Hu_\Lambda\rangle=0$, by orthogonality. Therefore $Q(u,u)=Q(u_\Lambda,u_\Lambda)+Q(u-u_\Lambda,u-u_\Lambda)$. The last term is bounded below by $\min V$ times the squared norm of $u-u_\Lambda$, which tends to zero, so the sum in (\ref{eq:spectral}) converges. Consequently the $u_\Lambda$ approach one another in the norm $\int(u'^2+u^2)dz$, which is equivalent to $Q$ plus a sufficiently large multiple of $\int u^2dz$. The space is complete in this norm, and the limit must be $u$. Thus $Q(u_\Lambda,u_\Lambda)\to Q(u,u)$.

With $u=z\psi_i$ we have $c_f=z_{fi}$. Subtracting $E_i\sum_f|z_{fi}|^2=E_i\langle z^2\rangle$,
\begin{equation}
\sum_f(E_f-E_i)|z_{fi}|^2=Q(z\psi_i,z\psi_i)-E_i\langle z^2\rangle .
\label{eq:sumQ}
\end{equation}

\emph{Pointwise identity.} Inside every layer
\begin{align}
[(z\psi_i)']^2&=\psi_i^2+2z\psi_i\psi_i'+z^2\psi_i'^2,\\
\psi_i'(z^2\psi_i)'&=2z\psi_i\psi_i'+z^2\psi_i'^2 .
\end{align}
The difference is $\psi_i^2$. Multiply it by $\hbar^2\mu/2$ and integrate. The potential terms of $Q(z\psi_i,z\psi_i)$ and $Q(z^2\psi_i,\psi_i)$ are the same, so
\begin{equation}
Q(z\psi_i,z\psi_i)=\frac{\hbar^2}{2}\int\mu\psi_i^2\,dz+Q(z^2\psi_i,\psi_i).
\end{equation}
By (\ref{eq:weak}) with $u=z^2\psi_i$, the last term is $E_i\langle z^2\rangle$. It cancels in (\ref{eq:sumQ}), leaving $\hbar^2\langle\mu\rangle/2$. Multiplication by $2m_0/\hbar^2$ proves (\ref{eq:result}). No derivative of $\mu$ was taken.

\subsection{Reading the result, and where it fails}

In a layered structure with probability $P_n$ in layer $n$, the sum is $\sum_nP_nm_0/m_n$. It lies between $m_0/m_{\max}$ and $m_0/m_{\min}$ and reduces to $m_0/m^*$ for constant mass. The inverse mass is averaged, not the mass.

The proof needs a potential that commutes with $z$; a nonlocal potential $U$ adds $-(m_0/\hbar^2)\langle[[U,z],z]\rangle$. It needs one Hamiltonian for all states, so an energy-dependent mass is not covered. It needs $z\psi_i$ and $z^2\psi_i$ to satisfy any condition that the outer ends of the structure impose on the value of the function; conditions on the flux, at inner interfaces or at the ends, need not hold for them. Hard walls are allowed, since both functions vanish there too. Ends with zero flux are also allowed, because the boundary terms in (\ref{eq:weak}) then vanish for every $u$. Periodic conditions are not, since $z\psi_i$ in general takes different values at the two ends. Finally, the sum covers the states of one band. For the full crystal with a local potential, the constant-mass case with $m^*=m_0$ gives a total of $1$; transitions to other bands, absent here, must account for the difference.

\subsection{Velocity form}

A second expression for the dipole serves as a check and governs high energies. Use (\ref{eq:weak}) for $\psi_i$ with $u=z\phi_f$, and the corresponding equation for $\phi_f$ with $u=z\psi_i$. The decay of $\psi_i$ removes the boundary terms at infinity even if $\phi_f$ is a continuum state. In the difference, the potential terms and the terms $z\phi_f'\psi_i'$ cancel:
\begin{equation}
(E_f-E_i)z_{fi}=\frac{\hbar^2}{2}\int\mu\,(\phi_f'\psi_i-\phi_f\psi_i')\,dz .
\label{eq:vel}
\end{equation}
The inverse mass must stay inside the integral.

\section{The finite well with mass mismatch}

\subsection{Symbols and results carried over}

Here $\mu=1/m^*$, a prime is $d/dz$, and $\psi$ and $\mu\psi'$ are continuous. The strengths are $f_{fi}=(2m_0/\hbar^2)(E_f-E_i)|z_{fi}|^2$, and their sum over bound and continuum states is $S_i=\langle i|m_0/m^*|i\rangle$. The velocity form (\ref{eq:vel}) relates $z_{fi}$ to an integral with $\mu$ inside.

The well occupies $|z|<a$, with $V=0$ and mass $m_w$; outside, $V=V_0$ and the mass is $m_b$. The round model parameters are $2a=8$ nm, $V_0=0.25$ eV, $m_w=0.05\,m_0$ and $m_b=0.10\,m_0$. In these units $\hbar^2/m_0=0.0762$ eV\,nm$^2$.

We have proved that the oscillator strengths from a bound state add up to its average inverse mass, $\langle i|m_0/m^*|i\rangle$, even when the mass jumps at an interface. It remains to test this on the finite well just specified, by computing its bound and continuum transitions and the strength missed by a finite energy cutoff.
